# Rashba anisotropy of a two-dimensional ferromagnet with one or two subbands

Anyone who models a magnetic film with a Rashba interface must decide whether the conduction electrons add an anisotropy term to the magnetic energy, and with which sign. For a parabolic band under strong, fixed exchange, the position of the Fermi level settles it. If it cuts one spin subband, the term is of second order in the Rashba constant and favours magnetization in the plane. If it cuts both, the second-order term is zero. In that second case two contributions, each large, cancel, so a calculation that keeps one of them reports an anisotropy that the model does not have.

## Model and conventions

The electrons move in the $xy$ plane, and $\mathbf M$ is a unit vector at angle $\theta$ from the normal $\hat{\mathbf z}$. The Hamiltonian is

$$H=\tfrac12 ck^2+\alpha\,\boldsymbol\sigma\cdot(\mathbf k\times\hat{\mathbf z})-\Delta\,\boldsymbol\sigma\cdot\mathbf M,\qquad c=\hbar^2/m .$$

Here $\alpha$ is the Rashba constant and $\Delta>0$ is half the exchange splitting. Fixed exchange means that local moments supply $\Delta$, which changes neither with $\theta$ nor with the electron density. Strong exchange means $\alpha k_F<\Delta$ at the largest Fermi wave number and $\alpha^2/c\ll\Delta$. The temperature is zero until stated otherwise.

The spin sees the vector $\alpha\,\mathbf k\times\hat{\mathbf z}-\Delta\mathbf M$. Since $|\mathbf k\times\hat{\mathbf z}|=k$, the bands are

$$E_s=\tfrac12ck^2+s\,h,\qquad h^2=\Delta^2+\alpha^2k^2-2\alpha\Delta p,\qquad p=(\mathbf k\times\hat{\mathbf z})\cdot\mathbf M,$$

with $s=-1$ for the lower (majority) subband and $s=+1$ for the upper. The anisotropy per area, at fixed electron density $n$, is

$$A=E(\theta=0)-E(\theta=90^\circ),$$

so that $A>0$ favours in-plane magnetization. The result to be derived is, to order $\alpha^2$,

$$A=\frac{\alpha^2n}{2c}\Big(1-\frac n{n_c}\Big)\ \ (n<n_c),\qquad A=0\ \ (n>n_c),\qquad n_c=\frac{\Delta}{\pi c},$$

where $n_c$ is the density at which the upper subband begins to fill.

## First derivation: energy of each subband

**Expansion of the bands.** Write $h=\sqrt{\Delta^2+x}$ with $x=-2\alpha\Delta p+\alpha^2k^2$, and use $\sqrt{\Delta^2+x}=\Delta+x/2\Delta-x^2/8\Delta^3+\dots$. To order $\alpha^2$, $x^2=4\alpha^2\Delta^2p^2$, so

$$h=\Delta-\alpha p+\frac{\alpha^2}{2\Delta}(k^2-p^2).$$

The linear term comes from the part of the Rashba field along $\mathbf M$. The quadratic term comes from the part perpendicular to $\mathbf M$, which tilts the spin and mixes the two spin states.

**Shift of the Fermi discs.** The triple product gives $p=\mathbf k\cdot\mathbf t$ with $\mathbf t=\hat{\mathbf z}\times\mathbf M$ and $|\mathbf t|=\sin\theta$. Completing the square,

$$\tfrac12ck^2-s\alpha\,\mathbf k\cdot\mathbf t=\tfrac c2\Big|\mathbf k-\frac{s\alpha}{c}\mathbf t\Big|^2-\frac{\alpha^2\sin^2\theta}{2c}.$$

The two discs move in opposite directions because of the factor $s$. The energy gain contains $s^2=1$, so it is the same for every electron. Summed over $n$ electrons it is $-(\alpha^2n/2c)\sin^2\theta$, which contributes

$$A_{\rm shift}=\frac{\alpha^2n}{2c}.$$

**Spin mixing.** The quadratic term already carries $\alpha^2$, so it may be averaged over the undisplaced discs. A subband of density $n_s$ has a disc of radius $k_s$ with $n_s=k_s^2/4\pi$. Then

$$\int_{k<k_s}\frac{d^2k}{4\pi^2}\,k^2=\frac1{2\pi}\frac{k_s^4}{4}=\frac{(4\pi n_s)^2}{8\pi}=2\pi n_s^2 .$$

The angular mean of $p^2$ is $\tfrac12k^2\sin^2\theta$. The mixing energy of subband $s$ is therefore

$$s\,\frac{\alpha^2}{2\Delta}\,2\pi n_s^2\Big(1-\tfrac12\sin^2\theta\Big).$$

Its angle-dependent part is $-s(\pi\alpha^2n_s^2/2\Delta)\sin^2\theta$. Because $A$ is minus the coefficient of $\sin^2\theta$, summing over $s$ gives

$$A_{\rm mix}=-\frac{\pi\alpha^2}{2\Delta}\,(n_-^2-n_+^2).$$

Level repulsion lowers the majority states, and it does so most when $\mathbf M$ is along the normal, where the whole Rashba field is perpendicular to $\mathbf M$. Mixing therefore favours the normal, against the shift.

**Densities.** The densities $n_\pm$ may be taken at $\alpha=0$. At fixed $n$ the unperturbed energy is stationary against moving electrons between occupied subbands. The Rashba term changes the split by an amount of order $\alpha^2$, which costs energy of order $\alpha^4$.

At $\alpha=0$ the kinetic energy at the edge of a disc is $\tfrac12ck_s^2=2\pi cn_s$. If both subbands are occupied they share one Fermi level $\mu$:

$$2\pi cn_--\Delta=2\pi cn_++\Delta\quad\Rightarrow\quad n_--n_+=\frac{\Delta}{\pi c}=n_c .$$

If only the lower is occupied, $2\pi cn-\Delta<\Delta$, which is $n<n_c$.

**Both occupied.** Here $n_-^2-n_+^2=(n_--n_+)(n_-+n_+)=n_cn$, and

$$A_{\rm mix}=-\frac{\pi\alpha^2}{2\Delta}\,\frac{\Delta}{\pi c}\,n=-\frac{\alpha^2n}{2c}=-A_{\rm shift}.$$

The sum is zero at any such density. The exchange splitting drops out because a larger $\Delta$ weakens the mixing of each electron and increases the polarization in the same proportion.

**One occupied.** With $n_-=n$ and $n_+=0$,

$$A=\frac{\alpha^2n}{2c}-\frac{\pi\alpha^2n^2}{2\Delta}=\frac{\alpha^2n}{2c}\Big(1-\frac{n}{n_c}\Big)>0 .$$

At low density the shift dominates and each electron gains $\alpha^2/2c$ when $\mathbf M$ lies in the plane. The mixing grows as $n^2$, because faster electrons see a larger Rashba field, and it catches up at $n_c$. The maximum, at $n=n_c/2$, is $\alpha^2n_c/8c$. In this second-order law the anisotropy reaches zero continuously at $n_c$, but its slope jumps from $-\alpha^2/2c$ to zero.

## Second derivation: counting states under the Fermi contour

This route works at fixed $\mu$ and does not divide the energy into shift and mixing. It finds how the density $N(\mu,\theta)$ depends on angle and integrates $\partial\Omega/\partial\mu=-N$, where $\Omega$ is the grand potential per area. Since $\Omega(\mu)$ is the stationary value of $E(n)-\mu n$, the leading change of $\Omega$ at fixed $\mu$ equals that of $E$ at fixed $n$. The two definitions of $A$ thus agree to order $\alpha^2$.

**One contour.** Let $e=\tfrac12ck^2$ on the lower contour, and put $p=kS$, where $S=\sin\theta\sin\varphi$ and $\varphi$ is measured from the in-plane direction of $\mathbf M$. The contour obeys $e-h=\mu$. With $u=e-\mu=h$,

$$u^2=\Delta^2-2\alpha\Delta Sk+\alpha^2k^2 .$$

Expand $u=\Delta+u_1+u_2$ and $k=k_0+k_1$, the subscripts counting powers of $\alpha$, with $\tfrac12ck_0^2=\mu+\Delta$. First order gives $2\Delta u_1=-2\alpha\Delta Sk_0$, so $u_1=-\alpha Sk_0$. Because $e$ and $u$ differ by the constant $\mu$, $ck_0k_1=u_1$ and $k_1=-\alpha S/c$. Second order gives

$$2\Delta u_2+u_1^2=-2\alpha\Delta Sk_1+\alpha^2k_0^2
\quad\Rightarrow\quad
u_2=\frac{\alpha^2S^2}{c}+\frac{\alpha^2k_0^2}{2\Delta}(1-S^2).$$

The density is

$$N=\int\frac{d\varphi}{4\pi^2}\,\frac{k^2}{2}=\frac{\langle e\rangle}{2\pi c},$$

with the brackets an average over $\varphi$. The first-order term averages to zero, and $\langle S^2\rangle=\tfrac12\sin^2\theta$. Using $k_0^2=2(\mu+\Delta)/c$, the angle-dependent part of $\langle e\rangle$ is

$$\frac{\alpha^2\sin^2\theta}{2}\Big[\frac1c-\frac{\mu+\Delta}{c\Delta}\Big]=-\frac{\alpha^2\mu}{2c\Delta}\sin^2\theta .$$

Hence

$$\frac{\partial\Omega_\theta}{\partial\mu}=\frac{\alpha^2\mu}{4\pi c^2\Delta}\sin^2\theta .$$

The constant of integration is fixed at the band bottom, where the gas is empty. The bottom lies within order $\alpha^2/c$ of $-\Delta$. In that strip the density is itself of order $\alpha^2$, so the strip adds order $\alpha^4$ to $\Omega$. To order $\alpha^2$, then, $\Omega_\theta=0$ at $\mu=-\Delta$, and

$$\Omega_\theta=-\frac{\alpha^2(\Delta^2-\mu^2)}{8\pi c^2\Delta}\sin^2\theta,\qquad A=\frac{\alpha^2(\Delta^2-\mu^2)}{8\pi c^2\Delta}.$$

Inserting $n=(\mu+\Delta)/2\pi c$ and $1-n/n_c=(\Delta-\mu)/2\Delta$ into the first result gives the same expression.

**Two contours.** Squaring $\mu-\tfrac12ck^2=sh$ puts both contours into one quartic:

$$\frac{c^2}{4}k^4-(c\mu+\alpha^2)k^2+2\alpha\Delta Sk+\mu^2-\Delta^2=0 .$$

A negative root on the ray $\varphi$ is a positive root on the opposite ray, because $S$ changes sign there. For $\mu>\Delta$ both bands lie below $\mu$ at $k=0$ and above it at large $k$. Each therefore crosses $\mu$ at least once on each of the two rays. A quartic has four roots, so there is one crossing per band and ray, and together they are all the roots.

The cubic term is absent, so the roots sum to zero and the sum of their squares is $-2$ times the coefficient of $k^2$ after division by $c^2/4$, namely $8(c\mu+\alpha^2)/c^2$. Integrating over half the circle counts every pair of rays once:

$$N=\frac1{8\pi^2}\int_0^\pi d\varphi\,\frac{8(c\mu+\alpha^2)}{c^2}=\frac{1}{\pi c}\Big(\mu+\frac{\alpha^2}{c}\Big).$$

No angle $\theta$ appears, so $A$ does not change with $\mu$ above $\Delta$. Its value there follows by continuity from below.

**The edge between the cases.** From $h\ge\Delta-\alpha k$, the upper band obeys $E_+\ge\Delta+\tfrac12ck^2-\alpha k\ge\Delta-\alpha^2/2c$. For in-plane $\mathbf M$ this minimum is reached; for normal $\mathbf M$ the minimum is $\Delta$. There is thus a strip of width $\alpha^2/2c$ below $\Delta$ in which the upper subband may hold a small pocket for one direction and none for the other. The angle-dependent part of the density, pocket included, is of order $\alpha^2$ there, so crossing the strip changes the angle-dependent part of $\Omega$ by order $\alpha^4$. The one-contour formula vanishes at $\mu=\Delta$, and therefore $A=0$ to order $\alpha^2$ for all $\mu>\Delta$. Inside the strip the second-order formulas should not be used for what remains of $A$. At fixed density, caution is needed over a wider range. The count above puts the density at $\mu=\Delta$ at $n_c+\alpha^2/\pi c^2$, slightly above $n_c$, so the relative error of the second-order law grows as $n$ approaches $n_c$. With the parameters used below, at $n=2.0$ nm⁻² the law gives $0.501$ meV/nm² and the full bands give $0.675$; at $n=n_c$, where the law gives zero, the full bands still give $0.21$.

## The cancellation beyond second order

Counting leaves open an angle-dependent constant of order $\alpha^4$. An expansion in $h$ excludes it. Let $f(x)=x-\mu$ for $x<\mu$ and zero above, so that $f''(x)=-\delta(x-\mu)$, and replace $h$ by $\lambda h$. Odd powers of $h$ cancel between $s=\pm1$. With $d^2k/4\pi^2\to de/2\pi c$ after the angular average,

$$\Omega=-\frac{1}{2\pi c}\Big[\mu^2+\sum_{j\ge1}\frac{2\lambda^{2j}}{(2j)!}\frac{d^{2j-2}}{d\mu^{2j-2}}\langle h^{2j}\rangle_{e=\mu}\Big].$$

Odd powers of $k$ in $h^{2j}$ carry odd powers of $S$ and average to zero. What is left is a polynomial of degree $j$ in $k^2=2e/c$. It is differentiated $2j-2$ times, which gives zero for $j\ge3$. The surviving averages are

$$\langle h^2\rangle=\Delta^2+\alpha^2k^2,\qquad \langle h^4\rangle=(\Delta^2+\alpha^2k^2)^2+2\alpha^2\Delta^2k^2\sin^2\theta .$$

The angle-dependent term is linear in $e$, and two derivatives remove it. At $\lambda=1$,

$$\Omega=-\frac1{2\pi c}\Big[\mu^2+\Delta^2+\frac{2\alpha^2\mu}{c}+\frac{2\alpha^4}{3c^2}\Big].$$

The terminated series is the full answer because $\Omega$ is analytic in $\lambda$ from 0 to 1. For $0<\lambda\le1$ the root count leaves no room for a double root. At $\lambda=0$ each band is the bare parabola, which crosses $\mu$ with nonzero slope. In addition, $h>0$ inside the Fermi sea when $\alpha k_F<\Delta$. So for $\mu>\Delta$ the anisotropy of this model vanishes to all orders in $\alpha$.

## Two densities in numbers

Take the free-electron mass, $c=0.07620$ eV nm², with $\Delta=0.50$ eV and $\alpha=0.030$ eV nm. Then $n_c=0.50/(\pi\times0.07620)=2.089$ nm⁻², and the gain per electron is $\alpha^2/2c=5.906$ meV, which is also the width of the edge strip.

At $n=1$ nm⁻² one subband is occupied, with $\alpha k_F/\Delta=0.21$. The shift gives $5.906$ and the mixing $-2.827$ meV/nm², so

$$A=5.906\,(1-1/2.089)=3.08\ \text{meV/nm}^2=0.49\ \text{mJ/m}^2,$$

in-plane. This density is close to $n_c/2$, where the second-order law has its maximum. Numerical integration over the distorted Fermi sea, with the full bands, gives $3.076$ meV/nm², 0.1 % below the second-order value. That is much less than $(\alpha k_F/\Delta)^2\approx0.05$ would suggest; it is a result for this density and not a general error estimate.

At $n=3$ nm⁻² both are occupied, with $n_-=2.5443$ and $n_+=0.4557$ nm⁻². The shift is $3\times5.906=17.72$ meV/nm². The mixing is $-\pi(0.030)^2(2.5443^2-0.4557^2)/(2\times0.50)$ eV/nm², which is $-17.72$ meV/nm². The same integration over the full bands leaves $2\times10^{-13}$ meV/nm², the size of rounding, although $\alpha k_F/\Delta$ is now 0.34. The numerical output below lists these values.

## What each derivation assumes

Both derivations assume fixed $\Delta$, a parabolic band, a Rashba term linear in $k$, and sharp levels at zero temperature. The first also needs $\alpha k_F\ll\Delta$, since it expands the bands throughout the Fermi sea. In return it shows which mechanism favours which direction. The second expands only the single contour. Its count for two contours is free of any expansion in $\alpha$, but it needs the quartic, and hence the parabola.

**Elliptic mass.** The parabola need not be round. If $c$ depends on the direction $\varphi$, it is the same on opposite rays. The root sum is then still free of $\theta$, the term linear in $e$ still disappears, and the cancellation survives.

**A band that is not parabolic.** On a square lattice of spacing $a$, take $\varepsilon=(c/a^2)(2-\cos k_xa-\cos k_ya)$ and replace $k_i$ in the Rashba term by $\sin(k_ia)/a$. With $\mathbf M$ in the $xz$ plane, $p=q\sin\theta$ with $q=\sin(k_ya)/a$. The $j=2$ term gives

$$\Omega_\theta=-\tfrac13\alpha^2\Delta^2\sin^2\theta\;G''(\mu),\qquad G=\int\frac{d^2k}{4\pi^2}\,q^2\,\delta(\varepsilon-\mu).$$

Terms with $j\ge3$ carry at least four derivatives and do not contribute at order $\alpha^2a^2$. Since $\partial\varepsilon/\partial k_y=cq$, integration by parts turns $G$ into $1/c$ times the integral of $\cos k_ya$ over the filled states. By symmetry $\cos k_ya$ may be replaced by $1-\varepsilon a^2/2c$, so with $g$ the density of states per spin,

$$G'=\frac1c\Big(1-\frac{\mu a^2}{2c}\Big)g(\mu).$$

The quartic term of the band, $-\tfrac{1}{24}ca^2(k_x^4+k_y^4)$, has angular mean $-\tfrac1{32}ca^2k^4$. The mean $k^2$ on the contour is then $2\mu/c+a^2\mu^2/4c^2$, and $g=(1+\mu a^2/4c)/2\pi c$. Thus

$$G''=\frac{a^2}{2\pi c^3}\Big(-\frac12+\frac14\Big)=-\frac{a^2}{8\pi c^3},\qquad A=-\frac{\alpha^2\Delta^2a^2}{24\pi c^3}.$$

To this order in $a$, and with two subbands occupied, the lattice favours the normal. For $a=0.25$ nm and $n=3$ nm⁻² the leading law gives $-0.42$ meV/nm². A sum over the Brillouin zone at 300 K gives $-0.52$ meV/nm², or $-0.083$ mJ/m². At $n=1$ nm⁻² the lattice lowers the 300 K value from $3.05$ to $2.83$ meV/nm².

**Temperature and lifetime.** For the parabolic band, going to 300 K lowers $A$ at $n=1$ nm⁻² by about 1 % and leaves $10^{-4}$ meV/nm² at $n=3$ nm⁻². Level broadening by scattering can be estimated at fixed Fermi level. Give each level a Lorentzian of half-width 0.05 eV and average the second-order $A(\mu)$ with it. At the sharp-band Fermi level of $n=1$ nm⁻² the result is $2.72$ meV/nm², 12 % below the sharp-level value, and at that of $n=3$ nm⁻² it is $0.09$ meV/nm². These are not values at fixed density. The Lorentzian tails of an unbounded parabola hold a number of electrons that grows without limit as higher levels are included, so a comparison at fixed density would need a band of finite width or a line shape whose tails fall faster.

**Beside a real film.** The values of $\Delta$ and $\alpha$ were chosen for illustration. An ultrathin cobalt film on platinum is far from the model: cobalt has several partly filled d bands, and 1 nm⁻² is much less than one electron per interface atom. Such interfaces show a perpendicular anisotropy of very roughly 1 mJ/m², opposite in sign to the model's 0.49 mJ/m² at $n=1$ nm⁻². The parabolic Rashba gas does not explain it. With the spacing $a=0.25$ nm and the half-width 0.05 eV chosen here, the departure from a parabolic band moves the two-subband result most, from zero to $-0.083$ mJ/m². That ranking depends on the choice. The lattice term scales as $a^2$ and is only $-0.07$ meV/nm² at $a=0.10$ nm, below the fixed-Fermi-level broadening estimate of $0.09$ meV/nm², which itself grows to about $0.3$ meV/nm² at a half-width of 0.2 eV. The orbital anisotropy of the d shell is outside the model and has not been sized. The magnetostatic energy of a uniform 1 nm film with $M_s=1.4$ MA/m, $\tfrac12\mu_0M_s^2t=1.23$ mJ/m², also favours the plane and exceeds every net Rashba anisotropy found here.

For a gated layer that does meet the assumptions, with $\alpha$ and $\Delta$ held fixed, the second-order law gives $dA/dn=(\alpha^2/2c)(1-2n/n_c)$ below $n_c$. Added electrons strengthen the in-plane preference up to $n_c/2$ and weaken it from there to $n_c$. Once the Fermi level is above $\Delta$, which means $n>n_c+\alpha^2/\pi c^2$, they have no effect on the anisotropy. A real gate generally changes $\alpha$ as well, through its electric field, and below $n_c$ the anisotropy then also follows the change in $\alpha^2$.

## Computed results

```
hbar^2/m = 0.07620 eV nm^2
half exchange splitting Delta = 0.50 eV
Rashba constant alpha = 0.030 eV nm
critical density n_c = 2.0887 nm^-2
energy gain per electron alpha^2/2c = 5.906 meV
exact density at mu = Delta: 2.1380 nm^-2
--- density n = 1.0 nm^-2
lower, upper subband density = 1.0000, 0.0000 nm^-2
Fermi level (alpha = 0) = -0.0212 eV
majority k_F = 3.545 nm^-1
alpha k_F/Delta = 0.213 (no unit)
shift part of A = 5.906 meV/nm^2
mixing part of A = -2.827 meV/nm^2
second-order A = 3.078 meV/nm^2
--- density n = 3.0 nm^-2
lower, upper subband density = 2.5443, 0.4557 nm^-2
Fermi level (alpha = 0) = 0.7182 eV
majority k_F = 5.654 nm^-1
alpha k_F/Delta = 0.339 (no unit)
shift part of A = 17.717 meV/nm^2
mixing part of A = -17.717 meV/nm^2
second-order A = 0.000 meV/nm^2
--- main result and neglected effects
n=1: second-order A = 0.493 mJ/m^2
n=1: all-order A = 3.076 meV/nm^2
n=1: higher orders change A by -0.1 %
n=3: all-order |A| = 2.2e-13 meV/nm^2 (rounding)
largest A, at n_c/2 = 3.084 meV/nm^2
n=1: all-order A at 300 K = 3.049 meV/nm^2
n=3: all-order A at 300 K = 9.1e-05 meV/nm^2
lattice spacing = 0.25 nm
n=1: lattice A at 300 K = 2.826 meV/nm^2
n=3: lattice A at 300 K = -0.520 meV/nm^2
n=3: leading lattice law = -0.422 meV/nm^2
n=3: lattice A at 300 K = -0.083 mJ/m^2
broadening half-width = 0.05 eV
n=1: broadened second-order A = 2.716 meV/nm^2
n=3: broadened second-order A = 0.091 meV/nm^2
film magnetization = 1.4 MA/m, thickness = 1.0 nm
shape anisotropy (in-plane) = 1.23 mJ/m^2
```
